Energy levels of the sp configuration in intermediate coupling, part 2

We seek the levels ³P₀, ³P₁, ³P₂, ¹P₁ (energies E₀, E₋, E₂, E₊) of one s and one p electron outside closed shells, from LS to jj coupling, in hartree atomic units (Eh) with Condon-Shortley phases.

Assumption (i) keeps only the 12 determinants |m; στ⟩ (s spin σ, p orbital m, p spin τ), with common radial functions; by (iii) the only magnetic term is one-electron spin-orbit coupling ξ(r) l·s, with p-orbital average ζ. F⁰ and G¹ are the direct and exchange radial integrals; K = G¹/3 (checked with Gaussian s and p orbitals). Measured from a common constant,

H = −K P + ζ l·s_p,

where P swaps σ and τ, and s_p acts on τ.

T₊ = αα,   T₀ = (αβ + βα)/√2,   S₀ = (αβ − βα)/√2
|³P₁⟩ = (|1; T₀⟩ − |0; T₊⟩)/√2,   |¹P₁⟩ = |1; S₀⟩

Part 4 (J = 1 basis |³P₁⟩, |¹P₁⟩):

E₀ = −K − ζ,   E₂ = −K + ζ/2
H₁₁ = −K − ζ/2,   H₁₂ = H₂₁ = −ζ/√2,   H₂₂ = K

Part 5:

A = K + ζ/4,   B = ζ/√2,   R = √(A² + B²)
|−⟩ = cosθ |³P₁⟩ + sinθ |¹P₁⟩
|+⟩ = −sinθ |³P₁⟩ + cosθ |¹P₁⟩
E± = −ζ/4 ± √[(K + ζ/4)² + ζ²/2]
tan2θ = B/A = 2√2 ζ/(4K + ζ)
θ < θ₀,   tanθ₀ = 1/√2

Part 6:

p(x) = (x + K + ζ/2)(x − K) − ζ²/2 = (x − E₊)(x − E₋)
E₀ < E₋ < E₂ < E₊
r = (E₂ − E₋)/(E₋ − E₀)

Houston's relation (both sides 2Kζ):

(E₂ − E₋)(E₊ − E₂) = 2 (E₋ − E₀)(E₊ − E₀)

Part 7:

ζ = (2/3)(E₂ − E₀)
G¹ = (3/2)(E₊ + E₋ − E₂ − E₀)
sin²θ = [(2E₀ + E₂)/3 − E₋]/(E₊ − E₋)
E₊ − E₀ = r (E₂ − E₀)/(r − 2)

Part 8, ζ ≪ K:

E₋ = −K − ζ/2 − ζ²/4K + ζ³/16K²
θ ≈ [ζ/(2√2 K)](1 − ζ/4K)
r ≈ 2(1 + 3ζ/4K)
fourth order in R − A: −ζ⁴/64K³

9. The jj limit, K ≪ ζ

The natural basis now couples l and s_p to j first. Write |m τ⟩ for the p spin-orbital. For j = 3/2 the top state is |1α⟩. Applying j₋ gives √2|0α⟩ + |1β⟩, which equals √3 times the next state. For j = ½ the top state is the combination of |1β⟩ and |0α⟩ annihilated by j₊, and j₊|1β⟩ = |1α⟩, j₊|0α⟩ = √2|1α⟩. With l coupled first,

|3/2, 3/2⟩ = |1α⟩
|3/2, ½⟩ = √(1/3)|1β⟩ + √(2/3)|0α⟩
|½, ½⟩ = √(2/3)|1β⟩ − √(1/3)|0α⟩.

Next the s spin, taken first, is coupled with j. The combination (½, ½) gives J = 0, 1 and (½, 3/2) gives J = 1, 2. So ³P₀ is identically (½, ½)₀ and ³P₂ is identically (½, 3/2)₂, in agreement with their spin-orbit energies −ζ and ζ/2. At J = M = 1 the first state is |a⟩ = α|½, ½⟩. The second is x α|3/2, ½⟩ + y β|3/2, 3/2⟩, on which J₊ gives (√3 x + y) α|3/2, 3/2⟩. This must vanish, so x = ½ and y = −√3/2. In terms of determinants,

|a⟩ = √(2/3)|1; αβ⟩ − √(1/3)|0; αα⟩
|b⟩ = (1/2√3)|1; αβ⟩ + (1/√6)|0; αα⟩ − (√3/2)|1; βα⟩.

Substitute αβ = (T₀ + S₀)/√2 and βα = (T₀ − S₀)/√2. For |a⟩ the coefficients of |1; T₀⟩, |1; S₀⟩ and |0; T₊⟩ are √(1/3), √(1/3) and −√(1/3). For |b⟩, using √3/2 = 3/(2√3), the coefficient of |1; T₀⟩ is (1 − 3)/(2√3·√2) = −1/√6, that of |1; S₀⟩ is (1 + 3)/(2√3·√2) = 2/√6 = √(2/3), and that of |0; T₊⟩ is +1/√6. Since |1; T₀⟩ − |0; T₊⟩ = √2|³P₁⟩,

|a⟩ = √(2/3)|³P₁⟩ + √(1/3)|¹P₁⟩
|b⟩ = −√(1/3)|³P₁⟩ + √(2/3)|¹P₁⟩.

This is the rotation of part 5 with cosθ = √(2/3) and tanθ = 1/√2, that is θ = θ₀. The jj states are the K → 0 limits of |−⟩ and |+⟩, signs included.

In this basis the spin-orbit operator is diagonal, with −ζ and ζ/2. The exchange operator, which is −K on ³P₁ and +K on ¹P₁, has the elements

⟨a|−KP|a⟩ = −K(2/3) + K(1/3) = −K/3
⟨b|−KP|b⟩ = −K(1/3) + K(2/3) = +K/3
⟨a|−KP|b⟩ = (−K)(−√2/3) + K(√2/3) = 2√2 K/3.

The matrix has H_aa = −ζ − K/3, H_bb = ζ/2 + K/3 and H_ab = 2√2K/3. The mean is again −ζ/4. Half the difference is A′ = 3ζ/4 + K/3, and B′ = 2√2K/3. The root is unchanged, because

A′² + B′² = 9ζ²/16 + Kζ/2 + K²/9 + 8K²/9 = K² + Kζ/2 + 9ζ²/16,

and A² + B² = K² + Kζ/2 + ζ²/16 + ζ²/2 is the same expression.

Let φ = θ₀ − θ. The overlaps are ⟨a|−⟩ = cosθ₀cosθ + sinθ₀sinθ = cosφ and ⟨b|−⟩ = −sinθ₀cosθ + cosθ₀sinθ = −sinφ, so |−⟩ = cosφ|a⟩ − sinφ|b⟩. The minus sign matches the positive H_ab. With t = tan2θ, the subtraction formula is tan2φ = (2√2 − t)/(1 + 2√2 t). Multiplying numerator and denominator by 4K + ζ turns them into 2√2(4K + ζ − ζ) and 4K + ζ + 8ζ, so

tan2φ = 8√2 K/(9ζ + 4K) = B′/A′,

and φ ≈ 4√2K/9ζ for small K/ζ. The state is halfway between the limits, θ = φ = θ₀/2, when tan2θ = tanθ₀ = 1/√2. This requires 4ζ = 4K + ζ, or ζ = 4K/3.

The expansion of the root now uses

B′²/2A′ = (8K²/9)/(3ζ/2 + 2K/3) = (16K²/27ζ)/(1 + 4K/9ζ) = 16K²/27ζ − 64K³/243ζ² + …,

and the B′⁴ term is of fourth order in K. Thus

E₋ = −ζ − K/3 − 16K²/27ζ + 64K³/243ζ²
E₊ = ζ/2 + K/3 + 16K²/27ζ − 64K³/243ζ².

The spectrum consists of two pairs about 3ζ/2 apart. To first order the splittings inside the pairs are

E₋ − E₀ = −K/3 + K = 2K/3,   E₊ − E₂ = K/3 + K = 4K/3.

Houston's relation can be rearranged as (E₊ − E₂)/(E₋ − E₀) = 2(E₊ − E₀)/(E₂ − E₋). Both large intervals on the right tend to 3ζ/2, so the ratio of the pair splittings tends to 2, as found. The one relation becomes the Landé rule at one end and the 2:1 rule for pair splittings at the other.

10. g factors and intensities

In a field weak enough that the Zeeman energy is small against every interval, g M = ⟨L_z + g_s S_z⟩. Take g_s = 2 and M = 1. Since L_z + S_z = M, this gives g = 1 + ⟨S_z⟩. The state |³P₁⟩ has equal weights of T₀ and T₊, so ⟨S_z⟩ = ½. S_z annihilates the singlet, which removes both the singlet term and the cross terms. Hence

g₋ = 1 + ½cos²θ,   g₊ = 1 + ½sin²θ.

The sum is 5/2 at any coupling. The LS values are 3/2 and 1, and the jj values, with cos²θ₀ = 2/3, are 4/3 and 7/6.

The electric dipole operator does not act on spin. If the lower state is a pure ¹S₀, as s² is in a single-configuration picture, it connects only to the ¹P₁ component, whose amplitude is sinθ in |−⟩ and cosθ in |+⟩. The line strengths, being squared matrix elements, have the ratio S₋/S₊ = tan²θ. The spontaneous dipole rate is proportional to ω³ times the line strength divided by 2J + 1, and both upper levels have J = 1, so

Γ₋/Γ₊ = tan²θ (ω₋/ω₊)³.

The intercombination line exists in this model only through θ. Its strength ratio grows from ζ²/8K² to ½ in the jj limit.

11. Where the model fails

Assumption (i) forces the singlet and the triplet to share one p orbital. Exchange is attractive for the triplet and repulsive for the singlet, so the best p orbital for ¹P is more diffuse than the one for ³P. The function ξ(r) is concentrated near the nucleus, and the off-diagonal element involves one orbital of each kind, so it is normally smaller than ζ/√2 with ζ taken from the triplet, as long as the one-electron term of assumption (iii) dominates the fine structure. This is described by the King-Van Vleck factor λ, with H₁₂ = −λζ/√2. K is then just the parameter fixed by the trace formula of part 7. Part 5 holds with B = λζ/√2, so tan2θ = 2√2λζ/(4K + ζ). The polynomial has −λ²ζ²/2 as its last term, and the cancellation of part 6 is incomplete:

p(E₀) = Kζ + ½ζ²(1 − λ²),   p(E₂) = −2Kζ + ½ζ²(1 − λ²).

The left side of Houston's relation is −p(E₂) and the right side is 2p(E₀), so

right − left = ζ²(1 − λ²) + ½ζ²(1 − λ²) = (3/2) ζ² (1 − λ²).

With four parameters and four levels no relation remains, and this equation gives an effective λ² from a spectrum, which also absorbs other effects the model omits. The order of levels found in part 6 can change too. When ζ(1 − λ²) > 4K, p(E₂) is positive and E₂ lies above E₊. The formulas of part 7 for ζ, G¹ and sin²θ use only the diagonal elements and stay valid for any λ. The formula for E₊ from the triplet does not. Within the two-state matrix the strength ratio is still tan²θ, because both levels draw on the same ¹P₁ state and hence on one radial dipole integral. The matrix omits any admixture of higher ¹P₁ states, which have dipole integrals of their own.

Two other failures matter. Configuration interaction with a nearby ¹P or ³P term of the same parity shifts the four levels by unequal amounts. A perturbing ¹P term, for example, acts through the Coulomb interaction on both J = 1 levels, by way of their ¹P₁ components, and leaves E₀ and E₂ where they are. If the perturber is distant, most of this shift is absorbed in the fitted K, and only the part that varies with energy disturbs Houston's relation. In light atoms ζ/K is very small, so r − 2 ≈ 3ζ/2K is small too, and the neglected two-electron magnetic terms can change r by far more. Within the ³P term the spin-other-orbit coupling is of first rank in both L and S, so at first order it acts like L·S and leaves r = 2. It also has a singlet-triplet element, in a different proportion to its triplet splitting than the one-electron term, so it changes λ and in a light atom can push it upward, against the orbital effect described above. By contrast the spin-spin term is of second rank in S and shifts r independently of the mixing. An observed departure from the Landé rule in a light atom therefore cannot be taken as a measure of θ unless the spin-spin shift of r is known to be much smaller than the part due to mixing.

12. Worked example

The chosen inputs, model values of a size met in moderately heavy atoms and not measured data, are G¹ = 0.085 Eh and ζ = 0.0052 Eh, with ³P₀ placed 0.137 Eh above the ¹S₀ ground level. The conversion is 1 Eh = 219474.63 cm⁻¹. The levels, mixing angles and g factors quoted were computed by building the Coulomb, spin-orbit and angular momentum operators in the space of the 12 determinants and diagonalising the 12 × 12 Hamiltonian numerically, which uses neither the 2 × 2 reduction nor the closed formulas.

The parameters are K = 0.085/3 = 0.028333 Eh and ζ/K = 0.18353. The matrix elements are H₁₁ = −0.028333 − 0.0026 = −0.030933, H₂₂ = 0.028333 and H₁₂ = −0.003677 Eh. Then A = 0.028333 + 0.0013 = 0.029633 Eh and R = √(0.029633² + 0.003677²) = 0.029861 Eh. The levels are

E₀ = −0.028333 − 0.0052 = −0.033533 Eh
E₋ = −0.0013 − 0.029861 = −0.031161 Eh
E₂ = −0.028333 + 0.0026 = −0.025733 Eh
E₊ = −0.0013 + 0.029861 = 0.028561 Eh.

Above E₀ they lie at 0.002373, 0.007800 and 0.062094 Eh, which are 520.8, 1711.9 and 13628.0 cm⁻¹. The other intervals are E₂ − E₋ = 0.005427 and E₊ − E₂ = 0.054294 Eh. These come from unrounded levels and may differ by one in the last digit from differences of the rounded ones.

The angle follows from tan2θ = 0.003677/0.029633 = 0.12408, so θ = 0.06173 rad = 3.537°, with sinθ = 0.06169, cosθ = 0.99810 and sin²θ = 0.003805. The leading LS estimate ζ/(2√2K) gives 3.718°, too high by about the fraction ζ/4K expected from part 8. The depression of ³P₁ is 2.2725 × 10⁻⁴ Eh. The series gives 2.3859 × 10⁻⁴ at second order, reduced by 1.0947 × 10⁻⁵ at third order, which leaves a value slightly above the exact one, as the negative fourth-order term requires. The level formula for the angle gives sin²θ = 2.2725 × 10⁻⁴/(2 × 0.029861) = 0.003805.

In Houston's relation the left side is 0.005427 × 0.054294 and the right side is 2 × 0.002373 × 0.062094, each 2.947 × 10⁻⁴ Eh². With unrounded levels both sides and 2Kζ equal 2.946667 × 10⁻⁴ Eh². The interval ratio is r = 0.005427/0.002373 = 2.287, or 2.28733 unrounded, against the first-order estimate 2.27529. A state with a singlet weight under half a per cent thus misses the Landé value 2 clearly. The triplet prediction E₊ − E₀ = 2.28733 × 0.007800/0.28733 = 0.06209 Eh returns E₊ = 0.028561 Eh, and the trace formula returns G¹ = 1.5 × (0.028561 − 0.031161 + 0.025733 + 0.033533) = 0.085 Eh.

The g factors are g₋ = 1.49810 and g₊ = 1 + 0.003805/2 = 1.00190. The transition energies are ω₋ = 0.137 + 0.002373 = 0.139373 Eh and ω₊ = 0.137 + 0.062094 = 0.199094 Eh, with (ω₋/ω₊)³ = 0.34305. With tan²θ = 3.8197 × 10⁻³ the rate ratio is 3.8197 × 10⁻³ × 0.34305 = 1.310 × 10⁻³.

Now choose λ = 0.8 with the same K and ζ. E₀ and E₂ do not move, while E₋ = −0.031079 and E₊ = 0.028479 Eh. The angle falls to 2.834° and tan²θ to 2.4513 × 10⁻³. The left side of Houston's relation becomes 2.89799 × 10⁻⁴ and the right side 3.04401 × 10⁻⁴ Eh². The defect is 1.46016 × 10⁻⁵ Eh², equal to 1.5 × 0.0052² × (1 − 0.8²). The factor 2 in the relation is replaced by 1.9041, a change of only about five per cent, and r falls to 2.1780. The triplet prediction suffers far more. It would give 2.1780 × 0.007800/0.1780, about 0.095 Eh, for E₊ − E₀, whereas the level has hardly moved from 0.062 Eh. A spectrum can therefore satisfy Houston's relation to a few per cent while the λ = 1 formulas, used with K and ζ fitted to the same levels, overestimate the mixing angle and the intercombination strength by tens of per cent, and the singlet position predicted from the triplet is off by as much. The level formula for sin²θ in part 7 does not have this error, because within the two-state matrix it holds for any λ. It is not protected against a nearby perturbing term or a spin-spin shift of the triplet levels.

13. Across the transition

The same numerical diagonalisation, repeated for a range of ζ/K at λ = 1, gives the values below. The columns u and v are (E₋ − E₀)/(E₊ − E₀) and (E₂ − E₀)/(E₊ − E₀), the positions of the two middle levels on a scale where E₀ is 0 and E₊ is 1.

ζ/K     θ (deg)   sin²θ    g₋       u        v
0.01    0.202     0.0000   1.5000   0.0025   0.0075
0.1     1.973     0.0012   1.4994   0.0226   0.0713
0.5     8.723     0.0230   1.4885   0.0766   0.2936
1       14.748    0.0648   1.4676   0.0985   0.4708
2       21.657    0.1362   1.4319   0.0961   0.6577
5       28.764    0.2316   1.3842   0.0625   0.8389
10      31.833    0.2782   1.3609   0.0372   0.9152
100     34.906    0.3274   1.3363   0.0044   0.9912

In these units Houston's relation is (v − u)(1 − v) = 2u. The row ζ/K = 1 gives (0.4708 − 0.0985)(1 − 0.4708) = 0.197, and 2u = 0.197. For 21 values of ζ/K spaced logarithmically from 0.01 to 100, the levels, the signed angle and both sides of the relation agreed with the closed formulas to better than 10⁻⁹ on the scale of the levels, and the g factors agreed within a relative tolerance of 10⁻⁵. At expansion parameter 0.02 the third-order terms of E₋ in parts 8 and 9 matched the numerical remainders within two per cent.

The angle passes θ₀/2 between ζ/K = 1 and 2, as the condition ζ = 4K/3 requires. The approach to the jj limit is slow, since φ falls only as K/ζ. At ζ/K = 10 the angle is 31.833° against 35.264°, and at 100 the g factors are 1.3363 and 1.1637 against 4/3 and 7/6.

The column v rises steadily as ³P₂ moves from the triplet up to join E₊ in the (½, 3/2) pair. The column u is not monotonic. It grows as (ζ/2)/2K = ζ/4K on the LS side, which gives 0.0025 in the first row, and it falls as (2K/3)/(3ζ/2) = 4K/9ζ on the jj side, which gives 0.0044 in the last row. Its largest tabulated values, just under 0.1, occur at ζ/K = 1 and 2. The lower J = 1 level stays close to the J = 0 level throughout, as a fellow member of ³P at one end and of the (½, ½) pair at the other. A small value of u is therefore compatible with either limit, and at λ = 1 the position v of the J = 2 level is the quantity that shows the coupling scheme. When λ differs from 1, v alone does not fix the mixing: in the extreme case λ = 0 there is none, whatever the value of v.

Values computed for the example and the checks

```
Gaussian test: exponents a=0.5, b=0.3 bohr^-2
F0 = 0.54703240 Eh, G1 = 0.24292557 Eh (quadrature)
G1/3 = 0.08097519 Eh, (s px|s px) = 0.08097519 Eh
1 Eh = 219474.63 cm^-1
inputs: G1=0.085 Eh, zeta=0.0052 Eh, 3P0-1S0=0.137 Eh, lambda=0.8
K = 0.028333 Eh, zeta/K = 0.18353
H11=-0.030933, H22=0.028333, H12=-0.003677 Eh
K+zeta/4 = 0.029633 Eh, root = 0.029861 Eh
E0 = -0.033533 Eh; above E0: 0.000000 Eh = 0.0 cm^-1
E- = -0.031161 Eh; above E0: 0.002373 Eh = 520.8 cm^-1
E2 = -0.025733 Eh; above E0: 0.007800 Eh = 1711.9 cm^-1
E+ = 0.028561 Eh; above E0: 0.062094 Eh = 13628.0 cm^-1
E2-E- = 0.005427 Eh, E+-E2 = 0.054294 Eh
tan2theta = 0.12408, theta = 0.06173 rad = 3.537 deg
sin = 0.06169, cos = 0.99810, sin^2 = 0.003805
LS estimate theta = 3.718 deg
shift of 3P1: exact 2.2725e-04 Eh
  zeta^2/4K = 2.3859e-04, zeta^3/16K^2 = 1.0947e-05 Eh
Houston: left 2.946667e-04, right 2.946667e-04, 2K zeta 2.946667e-04 Eh^2
r = 2.28733, LS estimate 2.27529
E+ from triplet levels = 0.028561 Eh
g- = 1.49810, g+ = 1.00190
omega- = 0.139373 Eh, omega+ = 0.199094 Eh, cube ratio 0.34305
tan^2 theta = 3.8197e-03, rate ratio = 1.3104e-03
lambda case: E- = -0.031079, E+ = 0.028479 Eh
  theta = 2.834 deg, tan^2 = 2.4513e-03
  left 2.89799e-04, right 3.04401e-04, defect 1.46016e-05 Eh^2
  left/right*2 = 1.9041, r = 2.1780
jj limit theta0 = 35.264 deg
zeta/K  theta(deg) sin^2  g-  g+  (E--E0),(E2-E0) over (E+-E0)
  0.01   0.202 0.0000 1.5000 1.0000 0.0025 0.0075
  0.10   1.973 0.0012 1.4994 1.0006 0.0226 0.0713
  0.50   8.723 0.0230 1.4885 1.0115 0.0766 0.2936
  1.00  14.748 0.0648 1.4676 1.0324 0.0985 0.4708
  2.00  21.657 0.1362 1.4319 1.0681 0.0961 0.6577
  5.00  28.764 0.2316 1.3842 1.1158 0.0625 0.8389
 10.00  31.833 0.2782 1.3609 1.1391 0.0372 0.9152
100.00  34.906 0.3274 1.3363 1.1637 0.0044 0.9912
```
